\section*{Longitudinal and transverse PAW forms of the dielectric head}

\section*{Setting}

A crystal with a gap is described in the projector augmented-wave (PAW) method. The electrons respond as independent particles to the total macroscopic field, and local-field effects are left out. The field is static and points along $x$, the all-electron potential is local, and the one-centre potentials stay fixed. Atomic units are used in the algebra. The valence bands $v$ are doubly occupied, the bands $c$ are empty, and $\Omega$ is the cell volume.

Inside a sphere around the site $R$, each all-electron partial wave $\phi_i$ has a smooth partner $\tilde\phi_i$ that joins it at the sphere boundary in value and slope. The projectors $p_i$ vanish outside the sphere and obey $\langle p_i|\tilde\phi_j\rangle=\delta_{ij}$. The reconstructed wave is
\begin{equation}
\psi=\tilde\psi+\sum_i(\phi_i-\tilde\phi_i)\langle p_i|\tilde\psi\rangle .
\label{T}
\end{equation}
A local or differential operator $A$ is represented by
\begin{equation}
\tilde A=A+\sum_{ij}|p_i\rangle\left(\langle\phi_i|A|\phi_j\rangle-\langle\tilde\phi_i|A|\tilde\phi_j\rangle\right)\langle p_j| .
\label{A}
\end{equation}
The brackets between partial waves are sphere integrals, and sums over sites are included in the sums over $i,j$, which connect waves of the same site. For $A=1$, $x-R$ and $-i\partial_x$ the differences in parentheses are called $Q_{ij}$, $\tau_{ij}$ and $\Delta p_{ij}$. For the Hamiltonian the difference is
\[
D_{ij}=\langle\phi_i|h|\phi_j\rangle-\langle\tilde\phi_i|\tilde h|\tilde\phi_j\rangle,
\]
with $h=-\tfrac12\nabla^2+v$ and $\tilde h=-\tfrac12\nabla^2+\tilde v$.

For the periodic parts $\tilde u$ the projectors are $p_{i\mathbf k}=e^{-i\mathbf k\cdot(\mathbf r-\mathbf R)}p_i$, and
\begin{equation}
H\tilde u_n=\varepsilon_nS\tilde u_n,\qquad S=1+\sum_{ij}|p_{i\mathbf k}\rangle Q_{ij}\langle p_{j\mathbf k}| .
\label{eig}
\end{equation}
A prime or $\partial_k$ denotes the derivative with respect to $k_x$. The amplitudes are $P_i=\langle p_{i\mathbf k}|\tilde u_v\rangle$ and $P'_i=\langle\partial_kp_{i\mathbf k}|\tilde u_v\rangle=i\langle p_{i\mathbf k}|(x-R)|\tilde u_v\rangle$. The amplitudes $C_i$ and $C'_i$ are defined in the same way with $\tilde u_c$.

\section*{(a) From an energy to the head}

\emph{Each electron feels the weak potential energy $\lambda\cos qx$. Express the head $\varepsilon$ of the dielectric matrix through the elements $M_{cv}(q)=\langle\psi_{c\mathbf k}|e^{-iqx}|\psi_{v\mathbf k+\mathbf q}\rangle$ as $q\to0$.}

\textbf{Solution.} Write $\cos qx=\tfrac12(e^{iqx}+e^{-iqx})$. Each exponential contributes $\lambda^2|M|^2/4$ to second order. Terms between two occupied states cancel in pairs, because their energy denominators have opposite signs. The two exponentials contribute equally after the $\mathbf k$ average, by time reversal. With spin factor 2, the energy change per cell is
\[
\delta E=-2\cdot2\cdot\frac{\lambda^2}{4}\Big\langle\sum_{vc}\frac{|M_{cv}|^2}{\varepsilon_c-\varepsilon_v}\Big\rangle_{\mathbf k}.
\]
Orthogonality gives $M_{cv}(0)=0$, so $M_{cv}=qX_{cv}+O(q^2)$. The field has magnitude $\lambda q|\sin qx|$. A cell of polarizability $\alpha$ therefore gains on average $\delta E=-\tfrac12\alpha\lambda^2q^2\cdot\tfrac12$. Equating the two energies, and using polarization $=\alpha\times$ field$/\Omega$, gives
\begin{equation}
\alpha=4\Big\langle\sum_{vc}\frac{|X_{cv}|^2}{\varepsilon_c-\varepsilon_v}\Big\rangle_{\mathbf k},\qquad
\varepsilon=1+\frac{4\pi\alpha}{\Omega}.
\label{head}
\end{equation}
The same steps hold for the PAW eigenproblem if the potential is represented by Eq.~(\ref{A}). The perturbation is then still linear in $\lambda$, and $S$ does not change.

\section*{(b) The longitudinal element}

\emph{Find $X_{cv}$ from the PAW form of $M_{cv}(q)$, and examine the limit of isolated atoms.}

\textbf{Solution.} In Eq.~(\ref{A}) with $A=e^{-iqx}$, the Bloch phases of the two projections cancel the factor $e^{-iqR}$ of the one-centre integral. What remains is
\[
M_{cv}=\langle\tilde u_{c\mathbf k}|\tilde u_{v\mathbf k+\mathbf q}\rangle+\sum_{ij}C_i^*E_{ij}(q)\langle p_{j\mathbf k+\mathbf q}|\tilde u_{v\mathbf k+\mathbf q}\rangle ,
\]
where $E_{ij}$ is the one-centre difference for $e^{-iq(x-R)}$, so that $E=Q-iq\tau+O(q^2)$. The last bracket is
\[
P_j+q\left(P'_j+\langle p_{j\mathbf k}|\partial_k\tilde u_v\rangle\right)+O(q^2).
\]
The order $q^0$ is $\langle\tilde u_c|S|\tilde u_v\rangle=0$. The order $q$ is
\begin{equation}
X^L_{cv}=\langle\tilde u_c|S|\partial_k\tilde u_v\rangle+C^\dagger QP'-iC^\dagger\tau P .
\label{XL}
\end{equation}
This is the longitudinal expression, for one field direction. A $\mathbf k$-dependent phase of $\tilde u_v$ adds a multiple of $\tilde u_v$ to $\partial_k\tilde u_v$, which drops out by orthogonality.

For an isolated atom $\tilde\psi$ does not depend on $\mathbf k$, and $\tilde u=e^{-i\mathbf k\cdot(\mathbf r-\mathbf R)}\tilde\psi$. Hence $\partial_k\tilde u_v=-i(x-R)\tilde u_v$, and the first term of Eq.~(\ref{XL}) becomes
\[
-i\langle\tilde u_c|x-R|\tilde u_v\rangle-C^\dagger QP'.
\]
Its second part cancels the middle term of Eq.~(\ref{XL}), which leaves
\[
X^L_{cv}=-i\left(\langle\tilde\psi_c|x-R|\tilde\psi_v\rangle+C^\dagger\tau P\right).
\]
This is $-i$ times the PAW dipole element. The $Q$ term in the crystal thus accounts for the motion of the projector phases with $\mathbf k$, and $\tau$ restores the dipole that the smooth waves lack.

\section*{(c) Removing the derivative of the wave}

\emph{Express $\langle\tilde u_c|S|\partial_k\tilde u_v\rangle$ through quantities at a single $\mathbf k$.}

\textbf{Solution.} Differentiating Eq.~(\ref{eig}) for $v$ gives
\[
(H'-\varepsilon_v'S-\varepsilon_vS')\tilde u_v+(H-\varepsilon_vS)\partial_k\tilde u_v=0 .
\]
Now multiply by $\langle\tilde u_c|$. The $\varepsilon_v'$ term vanishes by orthogonality, and $\langle\tilde u_c|(H-\varepsilon_vS)=(\varepsilon_c-\varepsilon_v)\langle\tilde u_c|S$. Therefore
\begin{equation}
\langle\tilde u_c|S|\partial_k\tilde u_v\rangle=\frac{\langle\tilde u_c|H'-\varepsilon_vS'|\tilde u_v\rangle}{\varepsilon_v-\varepsilon_c}.
\label{kp}
\end{equation}
The smooth local potential does not depend on $\mathbf k$. With $\pi=k_x-i\partial_x$, the product rule gives
\begin{equation}
\langle\tilde u_c|H'-\varepsilon_vS'|\tilde u_v\rangle=\langle\tilde u_c|\pi|\tilde u_v\rangle+C'^\dagger(D-\varepsilon_vQ)P+C^\dagger(D-\varepsilon_vQ)P' .
\label{Hp}
\end{equation}

\section*{(d) The transverse element and the difference}

\emph{Construct the momentum form of $X_{cv}$ in PAW, and find its difference from $X^L_{cv}$ for any set of partial waves.}

\textbf{Solution.} For all-electron waves there is no augmentation, so $S=1$ and $H'=\pi$. Part (c) then gives $X_{cv}=\langle u_c|\pi|u_v\rangle/(\varepsilon_v-\varepsilon_c)$. This step needs a local potential, since a nonlocal one would add to $H'$. Representing the momentum by Eq.~(\ref{A}) yields
\begin{equation}
X^T_{cv}=\frac{\langle\tilde u_c|\pi|\tilde u_v\rangle+C^\dagger\Delta p\,P}{\varepsilon_v-\varepsilon_c}.
\label{XT}
\end{equation}
Let $\omega=\varepsilon_v-\varepsilon_c$. Multiply Eq.~(\ref{XL}) by $\omega$, insert Eqs.~(\ref{kp}) and (\ref{Hp}), and subtract $\omega X^T_{cv}$. The smooth momentum cancels. The two terms with $C^\dagger QP'$ combine with the factor $-\varepsilon_v+\omega=-\varepsilon_c$, so that
\begin{equation}
\omega(X^L_{cv}-X^T_{cv})=C'^\dagger(D-\varepsilon_vQ)P+C^\dagger(D-\varepsilon_cQ)P'-C^\dagger(\Delta p+i\omega\tau)P .
\label{diff}
\end{equation}
The difference is a pure one-centre quantity. A larger plane-wave basis converges it to a value that is in general not zero.

\section*{(e) When do the two forms agree?}

\emph{Find sufficient conditions on the partial waves for the right side of Eq.~(\ref{diff}) to vanish.}

\textbf{Solution.} Consider one site, put $R=0$, and let $\tilde\psi=e^{i\mathbf k\cdot\mathbf r}\tilde u$. All brackets in this part are sphere integrals. Inside the sphere the PAW equation for $\tilde\psi_v$ reads
\[
\sum_ip_i[(D-\varepsilon_vQ)P]_i=-(\tilde h-\varepsilon_v)\tilde\psi_v ,
\]
and likewise for $c$. The derivative amplitudes are $C'^*_i=-i\langle x\tilde\psi_c|p_i\rangle$ and $P'_i=i\langle p_i|x\tilde\psi_v\rangle$, so the sums over $i$ reproduce these left sides. Because $D$ and $Q$ are Hermitian, for any set of partial waves the first two terms of Eq.~(\ref{diff}) add up to
\[
i\langle x\tilde\psi_c|(\tilde h-\varepsilon_v)\tilde\psi_v\rangle-i\langle(\tilde h-\varepsilon_c)\tilde\psi_c|x\tilde\psi_v\rangle .
\]
Moving $\tilde h$ across in the second bracket leaves a surface term $B$, defined by $\langle\tilde hf|g\rangle=\langle f|\tilde hg\rangle+B[f,g]$. It depends on boundary values and slopes alone. With $[x,\tilde h]=ip_x$ and $B=B[\tilde\psi_c,x\tilde\psi_v]$, the sum is
\begin{equation}
-\langle\tilde\psi_c|p_x|\tilde\psi_v\rangle-i\omega\langle\tilde\psi_c|x|\tilde\psi_v\rangle-iB .
\label{sum}
\end{equation}
Let $\psi^1=\sum_i\phi_i\langle p_i|\tilde\psi\rangle$, and suppose first that the $\tilde\phi_i$ span $\tilde\psi_v$ and $\tilde\psi_c$ in the sphere, so that $\tilde\psi=\sum_i\tilde\phi_i\langle p_i|\tilde\psi\rangle$ there. The last term of Eq.~(\ref{diff}) removes the smooth integrals from Eq.~(\ref{sum}) and puts the all-electron ones in their place, so the right side of Eq.~(\ref{diff}) becomes
\[
-\langle\psi^1_c|p_x|\psi^1_v\rangle-i\omega\langle\psi^1_c|x|\psi^1_v\rangle-iB .
\]
Suppose next that $\psi^1_v$ and $\psi^1_c$ solve the all-electron equation in the sphere at $\varepsilon_v$ and $\varepsilon_c$. Then
\[
-\omega\langle\psi^1_c|x|\psi^1_v\rangle=\langle h\psi^1_c|x\psi^1_v\rangle-\langle x\psi^1_c|h\psi^1_v\rangle=-i\langle\psi^1_c|p_x|\psi^1_v\rangle+B .
\]
The surface term is the same $B$, because smooth and all-electron waves join in value and slope. Multiplication by $i$ gives $-i\omega\langle x\rangle=\langle p_x\rangle+iB$, and everything cancels.

The two forms therefore agree when the smooth partial waves represent both $\tilde\psi_v$ and $\tilde\psi_c$ and the one-centre expansions solve the all-electron equation. Nothing is required of $x$ times the waves. Good energies alone do not supply these conditions, as the set $(2,0)$ below shows. For spherical atoms $x$ connects angular momenta that differ by one, so a dipole-allowed pair involves neighbouring channels, and the conditions cover both.

\section*{(f) What the PAW momentum leaves out}

\emph{Compare the PAW momentum element with that of the reconstructed waves of Eq.~(\ref{T}).}

\textbf{Solution.} In a sphere let $t=\sum_i\tilde\phi_i\langle p_i|\tilde\psi\rangle$, $\eta=\tilde\psi-t$ and $\delta=\psi^1-t$. Then $\psi=\tilde\psi+\delta$, and the sphere part of the reconstructed element is
\begin{align*}
\langle\psi_c|p_x|\psi_v\rangle
&=\langle\tilde\psi_c|p_x|\tilde\psi_v\rangle+\langle\eta_c+t_c|p_x|\delta_v\rangle\\
&\quad+\langle\delta_c|p_x|\eta_v+t_v\rangle+\langle\delta_c|p_x|\delta_v\rangle .
\end{align*}
The terms without $\eta$, other than the first, add up to $\langle\psi^1_c|p_x|\psi^1_v\rangle-\langle t_c|p_x|t_v\rangle=C^\dagger\Delta p\,P$. The PAW element thus omits
\begin{equation}
\langle\eta_c|p_x|\delta_v\rangle+\langle\delta_c|p_x|\eta_v\rangle ,
\label{cross}
\end{equation}
which is of first order in the unrepresented part $\eta$.

\section*{(g) A chain with few and with many partial waves}

\emph{Parallel chains that do not interact have period $2.5$~\AA\ and cross-section $6.25$~\AA$^2$ each. Every cell holds two electrons and a Gaussian well $-V_0e^{-x^2/2\sigma^2}$ with $V_0=50$~eV and $\sigma=0.1$~\AA. The sphere radius is $0.9$~\AA. Compare the two forms with the all-electron head.}

\textbf{Solution.} Even and odd partial waves play the part of neighbouring angular momenta. A set $(m,n)$ has $m$ even and $n$ odd waves, taken in order from the energies $-5$, $10$, $60$ and $150$~eV. Each smooth wave solves the equation in a well of shape $b(x)=(1-x^2/r_c^2)^4$, with $r_c$ the sphere radius, and the projectors are the combinations of $b\tilde\phi_i$ dual to the $\tilde\phi_j$. The local pseudo well, of the same shape and $2.83$~eV deep, reproduces the odd all-electron wave at $10$~eV at the sphere boundary. In the set $(2,0)$ it alone represents the odd channel.

The all-electron polarizability is $0.8974$~\AA$^3$ ($6.056$~bohr$^3$) per cell, and $\Omega=2.5\times6.25=15.625$~\AA$^3$. Equation~(\ref{head}) gives
\[
\varepsilon=1+\frac{4\pi\times0.8974}{15.625}=1.7217 .
\]
The errors of $\varepsilon-1$ relative to this all-electron value, in percent, are as follows. The last column uses the momentum with the terms (\ref{cross}) restored.
\begin{center}
\begin{tabular}{lrrr}
set & longitudinal & transverse & restored\\
$(1,1)$ & $-0.57$ & $-1.28$ & $-0.25$\\
$(2,0)$ & $-1.32$ & $-18.96$ & $-0.65$\\
$(2,2)$ & $-0.002$ & $-0.008$ & $+0.006$
\end{tabular}
\end{center}
With three and with four waves per channel all three forms agree with the all-electron head to the printed digits.

The set $(2,0)$ shows the missing neighbour channel. Its gap at the zone boundary, $12.37$~eV, is close to the all-electron $12.38$~eV (the $k$ mesh misses the boundary and gives $12.39$ and $12.40$~eV), yet the transverse head is $1.585$. Both $\Delta p$ and $\tau$ connect waves of opposite parity, so both vanish here. What separates the two forms in Eq.~(\ref{diff}) is then the pair of terms with $D$ and $Q$. It consists of the contribution of the nonlocal even channel to $H'-\varepsilon_vS'$ and the term $\omega C^\dagger QP'$ that comes from Eq.~(\ref{XL}). At $k=0.754$~\AA$^{-1}$, for the lowest conduction band, the one-centre term has magnitude $0.7104$~eV\,\AA\ and $|\omega|=7.312+8.370=15.682$~eV. Their ratio is $0.0453$~\AA, which equals the difference between $|X^L|=0.4578$~\AA\ and $|X^T|=0.4125$~\AA. Squaring $0.4125/0.4578$ gives $0.81$, a loss of $19\%$ relative to the longitudinal value for this pair of bands, at this $k$. Across the zone this loss runs from $28\%$ near the centre to $16\%$ near the boundary. The pair carries $97\%$ of the longitudinal $\alpha$ with a weighted loss of $17\%$, close to the $18\%$ by which the transverse $\varepsilon-1$ ($0.585$) falls below the longitudinal one ($0.712$).

Restoring the terms (\ref{cross}) brings the error of this set from $-18.96\%$ to $-0.65\%$. Most of the transverse error here therefore comes from the omitted products, and little from the PAW states themselves. With this local well the restored momentum is even closer to the all-electron head than the longitudinal form for both sparse sets, so the longitudinal form is not the most accurate choice in every case. For $(2,0)$ the order depends on the local well. Without it the longitudinal and restored errors are $-3.2\%$ and $-5.3\%$, and with a depth of $5.18$~eV they are $+0.4\%$ and $+3.6\%$.

Its distinction is consistency. Total energies of supercells in a cosine potential, represented by Eq.~(\ref{A}) and extrapolated to $q=0$, give $1.7176$ for $(1,1)$ and $1.7122$ for $(2,0)$. The longitudinal heads are the same to these digits, while the transverse ones are $1.7125$ and $1.5849$. This agreement was tested to $0.3\%$ of $\varepsilon-1$. The longitudinal form is thus the response of the PAW model in use, and its remaining error is that of the model.

The heads can agree better than the elements. The root-mean-square mismatch of $X^L$ and $X^T$, weighted as in Eq.~(\ref{head}) and relative to $X^L$, is $0.73\%$, $0.087\%$, $0.014\%$ and $0.003\%$ for one to four waves per channel. For $(2,2)$ the heads differ by less than $0.01\%$ of $\varepsilon-1$. The two measures are related by
\[
|X^L|^2-|X^T|^2=2\,\mathrm{Re}\left[X^{L*}(X^L-X^T)\right]-|X^L-X^T|^2 ,
\]
whose first term, summed over bands and $\mathbf k$, can be small if its signs vary or if the mismatch sits in pairs where $X^L$ is small. For $(2,2)$ the second cause dominates. The lowest conduction band carries $97\%$ of $\alpha$ but $0.1\%$ of the squared mismatch, while varying signs only halve the first term. By the Cauchy--Schwarz inequality a relative mismatch $m$ bounds the difference of the heads by $2m+m^2$ times the longitudinal $\varepsilon-1$. A small mismatch thus guarantees close heads, while close heads do not guarantee a small mismatch. The remaining values are in the numerical output.

\section*{Values computed for the example and the checks}
\begin{verbatim}
period 2.50 A, area per chain 6.25 A^2
well depth 50.0 eV, width 0.10 A
sphere radius 0.90 A
partial-wave energies (eV): -5.0 10.0 60.0 150.0
depth of local pseudo well 2.831 eV
plane waves 49, k points in half zone 16
all-electron gap on k grid 12.4024 eV
all-electron polarizability per cell 0.8974 A^3
the same in atomic units 6.0560 bohr^3
all-electron head 1.72174, from supercells 1.72172
sets are (even, odd) numbers of partial waves
heads: L longitudinal, T transverse, F with cross terms
(1,1) gap 12.4012 eV, L 1.71760, T 1.71248, F 1.71994
(2,0) gap 12.3925 eV, L 1.71221, T 1.58492, F 1.71706
(2,2) gap 12.4024 eV, L 1.72173, T 1.72168, F 1.72178
(3,3) gap 12.4024 eV, L 1.72174, T 1.72174, F 1.72174
(4,4) gap 12.4024 eV, L 1.72174, T 1.72174, F 1.72174
errors of (head - 1) against all-electron, percent
(1,1) L -0.574, T -1.282, F -0.249
(2,0) L -1.320, T -18.956, F -0.648
(2,2) L -0.002, T -0.008, F +0.006
(3,3) L -0.000, T -0.000, F -0.000
(4,4) L -0.000, T -0.000, F +0.000
rms mismatch of X_L and X_T relative to X_L, percent
(1,1) mismatch 0.734
(2,0) mismatch 9.782
(2,2) mismatch 0.087
(3,3) mismatch 0.014
(4,4) mismatch 0.003
(1,1) head from supercell energies 1.71758
(2,0) head from supercell energies 1.71219
single k point: k = 0.7540 1/A, lowest conduction band
(1,1) e_v -7.3060 eV, e_c 8.3963 eV
(1,1) |X_L| 0.45987 A, |X_T| 0.45853 A
(1,1) |one-centre term| 0.02096 eV A
(2,0) e_v -7.3122 eV, e_c 8.3698 eV
(2,0) |X_L| 0.45775 A, |X_T| 0.41245 A
(2,0) |one-centre term| 0.71040 eV A
(4,4) e_v -7.3118 eV, e_c 8.3735 eV
(4,4) |X_L| 0.46138 A, |X_T| 0.46138 A
(4,4) |one-centre term| 0.00000 eV A
all-electron |X| at this k 0.46138 A
\end{verbatim}
